# Picture change of the spin operators in the Dirac 1s state: test program

```python
"""
Result under test, for the Dirac 1s state with j_z = +1/2 in a point Coulomb field:
  <Sigma_z> = (1 + 2 gamma)/3,  <beta Sigma_z> = (2 + gamma)/3,
while bare sigma_z in the exactly decoupled two-component 1s function gives 1.
Symbols: a = Z * fine-structure constant, gamma = sqrt(1 - a^2).
Length unit: Bohr radius / Z.  Energy unit: electron rest energy.
Hamiltonian: H = beta + a alpha.p - a^2/rho (alpha: Dirac matrices).
X maps upper to lower components of all positive-energy states.
"""
import numpy as np
import sympy as sp
from scipy.constants import fine_structure
from scipy.linalg import eigh

# Three-dimensional quadrature: logarithmic radius, Gauss-Legendre, uniform phi
log_step = 0.1
radii = np.exp(np.arange(np.log(1e-9), np.log(25.0), log_step))
cosines, cosine_weights = np.polynomial.legendre.leggauss(6)
angles = 2 * np.pi * np.arange(8) / 8
rr, cc, pp = np.meshgrid(radii, cosines, angles, indexing="ij")
weights = (rr**3 * log_step * cosine_weights[None, :, None] * 2 * np.pi / 8).ravel()
rho = rr.ravel()
xg = (rr * np.sqrt(1 - cc**2) * np.cos(pp)).ravel()
yg = (rr * np.sqrt(1 - cc**2) * np.sin(pp)).ravel()
zg = (rr * cc).ravel()
spin_sign = np.array([1.0, -1.0])[:, None]


def sigma_p(gradient, spin):
    """Apply sigma.p to a scalar function times spin up (0) or down (1)."""
    dx, dy, dz = gradient
    if spin == 0:
        return -1j * np.array([dz, dx + 1j * dy])
    return -1j * np.array([dx - 1j * dy, -dz])


def brackets(left, right, factor=1.0):
    """Matrix of <left_i| factor |right_j> for two-component functions."""
    weighted = left.conj() * (weights * factor)
    return weighted.reshape(len(left), -1) @ right.reshape(len(right), -1).T


# Basis with j_z = +1/2 and even parity: s up, d(m=0) up, d(m=1) down
zero, one = np.zeros_like(rho), np.ones_like(rho)
s_type = (one, (zero, zero, zero), 0)
d_zero = (2 * zg**2 - xg**2 - yg**2, (-2 * xg, -2 * yg, 4 * zg), 0)
d_one = ((xg + 1j * yg) * zg, (zg, 1j * zg, xg + 1j * yg), 1)
s_exponents = 0.04 * 2.2 ** np.arange(30)
d_exponents = 0.2 * 5.0 ** np.arange(4)
basis_list = [(s_type, e) for e in s_exponents]
basis_list += [(d, e) for d in (d_zero, d_one) for e in d_exponents]
large, small = [], []
for (polynomial, poly_grad, spin), exponent in basis_list:
    gauss = np.exp(-exponent * rho**2)
    function = polynomial * gauss
    norm = np.sqrt(np.sum(weights * abs(function) ** 2))
    gradient = [(dp - 2 * exponent * q * polynomial) * gauss / norm
                for dp, q in zip(poly_grad, (xg, yg, zg))]
    spinor = np.zeros((2, len(rho)), complex)
    spinor[spin] = function / norm
    large.append(spinor)
    small.append(sigma_p(gradient, spin))
large, small = np.array(large), np.array(small)
overlap = brackets(large, large)
p_squared = brackets(small, small)
q_large = np.linalg.inv(np.linalg.cholesky(overlap)).conj().T
q_small = np.linalg.inv(np.linalg.cholesky(p_squared)).conj().T
sz_large = q_large.conj().T @ brackets(large, large, spin_sign) @ q_large
sz_small = q_small.conj().T @ brackets(small, small, spin_sign) @ q_small


def mean(vector, matrix):
    return float(np.real(vector.conj() @ matrix @ vector))


def decouple(a, potential):
    """Diagonalize the Dirac matrix, then decouple it exactly in the basis."""
    n = len(large)
    h_ll = q_large.conj().T @ (overlap + brackets(large, large, potential)) @ q_large
    h_ls = a * q_large.conj().T @ p_squared @ q_small
    h_ss = q_small.conj().T @ (brackets(small, small, potential) - p_squared) @ q_small
    energies, states = eigh(np.block([[h_ll, h_ls], [h_ls.conj().T, h_ss]]))
    upper, lower = states[:n, n:], states[n:, n:]
    x = lower @ np.linalg.inv(upper)
    values, vectors = eigh(np.eye(n) + x.conj().T @ x)
    r = (vectors / np.sqrt(values)) @ vectors.conj().T
    h_two = r @ (h_ll + h_ls @ x + x.conj().T @ h_ls.conj().T
                 + x.conj().T @ h_ss @ x) @ r
    two_energies, two_states = eigh((h_two + h_two.conj().T) / 2)
    phi = two_states[:, 0]
    lower_spin = x.conj().T @ sz_small @ x
    return {
        "energy": energies[n], "two_energy": two_energies[0],
        "F": float(np.sum(abs(lower[:, 0]) ** 2)),
        "four_sigma": mean(upper[:, 0], sz_large) + mean(lower[:, 0], sz_small),
        "four_beta": mean(upper[:, 0], sz_large) - mean(lower[:, 0], sz_small),
        "bare": mean(phi, sz_large),
        "d_weight": float(np.sum(abs(phi[len(s_exponents):]) ** 2)),
        "sigma": mean(phi, r @ (sz_large + lower_spin) @ r),
        "beta_sigma": mean(phi, r @ (sz_large - lower_spin) @ r),
    }


def explicit_residuals(a, gamma):
    """Residuals of the Dirac equation and of j_z = 1/2 at a general point."""
    x, y, z = sp.symbols("x y z", real=True)
    r = sp.sqrt(x**2 + y**2 + z**2)
    pauli = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
             sp.Matrix([[1, 0], [0, -1]])]
    f = r ** (gamma - 1) * sp.exp(-r)
    up = sp.Matrix([f, 0])
    sigma_r = (pauli[0] * x + pauli[1] * y + pauli[2] * z) / r
    low = sp.I * a / (1 + gamma) * sigma_r * up

    def sig_p(u):
        total = sp.zeros(2, 1)
        for matrix, q in zip(pauli, (x, y, z)):
            total += -sp.I * matrix * u.diff(q)
        return total

    def jz_error(u):
        return -sp.I * (x * u.diff(y) - y * u.diff(x)) + pauli[2] * u / 2 - u / 2

    pieces = [up + a * sig_p(low) - a**2 / r * up - gamma * up,
              -low + a * sig_p(up) - a**2 / r * low - gamma * low,
              jz_error(up), jz_error(low)]
    point = {x: 0.3, y: -0.5, z: 0.7}
    return max(abs(complex(sp.N(c.subs(point)))) for piece in pieces for c in piece)


def explicit_means(a, gamma):
    """Integrate the explicit 1s spinor directly on the grid."""
    f = rho ** (gamma - 1) * np.exp(-rho)
    k = a / (1 + gamma)
    up = np.array([f, zero])
    low = 1j * k * np.array([zg * f / rho, (xg + 1j * yg) * f / rho])
    up_density, low_density = weights * abs(up) ** 2, weights * abs(low) ** 2
    total = up_density.sum() + low_density.sum()
    g_weight, f_weight = up_density.sum() / total, low_density.sum() / total
    up_spin = (spin_sign * up_density).sum() / total
    low_spin = (spin_sign * low_density).sum() / total
    return g_weight, f_weight, up_spin, low_spin


print("All spin means and weights are dimensionless; j_z = +1/2")
print(f"fine-structure constant = {fine_structure:.10f}")
for label, a in (("Sc one-electron ion, Z = 21", 21 * fine_structure),
                 ("model coupling", 0.6)):
    gamma = np.sqrt(1 - a**2)
    assert explicit_residuals(a, gamma) < 1e-12
    g_weight, f_weight, up_spin, low_spin = explicit_means(a, gamma)
    sigma, beta_sigma = up_spin + low_spin, up_spin - low_spin
    assert abs(g_weight - (1 + gamma) / 2) < 1e-10
    assert abs(f_weight - (1 - gamma) / 2) < 1e-10
    assert abs(low_spin / f_weight + 1 / 3) < 1e-10
    assert abs(sigma - (1 + 2 * gamma) / 3) < 1e-10
    assert abs(beta_sigma - (2 + gamma) / 3) < 1e-10
    result = decouple(a, -a**2 / rho)
    # The finite Gaussian basis limits these comparisons
    assert abs(result["energy"] - gamma) < 2e-5
    assert abs(result["two_energy"] - result["energy"]) < 1e-8
    assert abs(result["four_sigma"] - (1 + 2 * gamma) / 3) < 2e-5
    assert abs(result["four_beta"] - (2 + gamma) / 3) < 2e-5
    assert abs(result["sigma"] - (1 + 2 * gamma) / 3) < 2e-5
    assert abs(result["beta_sigma"] - (2 + gamma) / 3) < 2e-5
    assert abs(result["bare"] - 1) < 1e-9 and result["d_weight"] < 1e-9
    print(f"--- {label}")
    print(f"a = {a:.8f}, gamma = {gamma:.8f}")
    print(f"upper weight G = {g_weight:.8f}, lower weight F = {f_weight:.8f}")
    print(f"spin mean within lower part = {low_spin / f_weight:.8f}")
    print(f"<Sigma_z>, explicit spinor = {sigma:.8f}")
    print(f"<beta Sigma_z>, explicit spinor = {beta_sigma:.8f}")
    print(f"orbital <L_z> = {(1 - sigma) / 2:.8f} hbar")
    print(f"bare two-component <sigma_z> = {result['bare']:.8f}")
    print(f"transformed Sigma_z, matrix = {result['sigma']:.6f}")
    print(f"transformed beta Sigma_z, matrix = {result['beta_sigma']:.6f}")
    print(f"energy, matrix = {result['energy']:.7f} mc^2")
    print(f"error of bare operator for Sigma_z = {100 * (1 - sigma):.5f} "
          "percentage points")
    print(f"error of bare operator for beta Sigma_z = {100 * (1 - beta_sigma):.5f} "
          "percentage points")
    print(f"lowest-order deficits a^2/3, a^2/6 = {a**2 / 3:.8f}, {a**2 / 6:.8f}")

# A different spherical potential: weight relations survive, gamma formula does not
a = 0.6
soft = decouple(a, -a**2 / np.sqrt(rho**2 + 0.25))
assert abs(soft["sigma"] - (1 - 4 * soft["F"] / 3)) < 1e-8
assert abs(soft["beta_sigma"] - (1 - 2 * soft["F"] / 3)) < 1e-8
assert abs(soft["bare"] - 1) < 1e-9
assert abs(soft["sigma"] - (1 + 2 * np.sqrt(1 - a**2)) / 3) > 1e-3
print("--- softened potential -a^2/sqrt(rho^2 + 0.25), a = 0.6")
print(f"lower weight F = {soft['F']:.6f}")
print(f"<Sigma_z> = {soft['sigma']:.6f}, <beta Sigma_z> = {soft['beta_sigma']:.6f}")
print(f"bare two-component <sigma_z> = {soft['bare']:.6f}")

# Lowest-order transformed operators in the nonrelativistic 1s function
nonrel = np.exp(-rho) / np.sqrt(np.pi)
nonrel_p = sigma_p([-q / rho * nonrel for q in (xg, yg, zg)], 0)[None]
p2_mean = brackets(nonrel_p, nonrel_p)[0, 0].real
psp_mean = brackets(nonrel_p, nonrel_p, spin_sign)[0, 0].real
first_sigma, first_beta = (p2_mean - psp_mean) / 4, (p2_mean + psp_mean) / 4
a_weak = 0.05
weak = decouple(a_weak, -a_weak**2 / rho)
weak_sigma = (1 - weak["sigma"]) / a_weak**2
weak_beta = (1 - weak["beta_sigma"]) / a_weak**2
assert abs(first_sigma - 1 / 3) < 1e-9 and abs(first_beta - 1 / 6) < 1e-9
# The next order is relatively a^2/4, about 0.0006 here
assert abs(weak_sigma / first_sigma - 1) < 2e-3
assert abs(weak_beta / first_beta - 1) < 2e-3
print(f"--- weak coupling, a = {a_weak}")
print(f"deficit/a^2 for Sigma_z: matrix {weak_sigma:.5f}, "
      f"lowest order {first_sigma:.5f}")
print(f"deficit/a^2 for beta Sigma_z: matrix {weak_beta:.5f}, "
      f"lowest order {first_beta:.5f}")
print("all assertions hold")
```

Running it gives:

```
All spin means and weights are dimensionless; j_z = +1/2
fine-structure constant = 0.0072973526
--- Sc one-electron ion, Z = 21
a = 0.15324440, gamma = 0.98818832
upper weight G = 0.99409416, lower weight F = 0.00590584
spin mean within lower part = -0.33333333
<Sigma_z>, explicit spinor = 0.99212555
<beta Sigma_z>, explicit spinor = 0.99606277
orbital <L_z> = 0.00393723 hbar
bare two-component <sigma_z> = 1.00000000
transformed Sigma_z, matrix = 0.992126
transformed beta Sigma_z, matrix = 0.996063
energy, matrix = 0.9881883 mc^2
error of bare operator for Sigma_z = 0.78745 percentage points
error of bare operator for beta Sigma_z = 0.39372 percentage points
lowest-order deficits a^2/3, a^2/6 = 0.00782795, 0.00391397
--- model coupling
a = 0.60000000, gamma = 0.80000000
upper weight G = 0.90000000, lower weight F = 0.10000000
spin mean within lower part = -0.33333333
<Sigma_z>, explicit spinor = 0.86666667
<beta Sigma_z>, explicit spinor = 0.93333333
orbital <L_z> = 0.06666667 hbar
bare two-component <sigma_z> = 1.00000000
transformed Sigma_z, matrix = 0.866667
transformed beta Sigma_z, matrix = 0.933333
energy, matrix = 0.8000000 mc^2
error of bare operator for Sigma_z = 13.33333 percentage points
error of bare operator for beta Sigma_z = 6.66667 percentage points
lowest-order deficits a^2/3, a^2/6 = 0.12000000, 0.06000000
--- softened potential -a^2/sqrt(rho^2 + 0.25), a = 0.6
lower weight F = 0.043870
<Sigma_z> = 0.941506, <beta Sigma_z> = 0.970753
bare two-component <sigma_z> = 1.000000
--- weak coupling, a = 0.05
deficit/a^2 for Sigma_z: matrix 0.33354, lowest order 0.33333
deficit/a^2 for beta Sigma_z: matrix 0.16677, lowest order 0.16667
all assertions hold
```
